# RHF energy of minimal-basis H2 as a function of orbital mixing angle

## Question

I am working on restricted Hartree–Fock (RHF) for H$_2$ with one s function per atom. The exercise says to put both electrons in

$$\varphi(\theta)=\cos\theta\,\sigma_g+\sin\theta\,\sigma_u ,$$

write the energy as a trigonometric polynomial in $\theta$, and find the gradient, the curvature and all stationary points at $R=1.4$ and $R=6$ bohr.

I get lost in the two-electron terms. I also expected just two stationary points, $\sigma_g^2$ and $\sigma_u^2$, with the first a minimum and the second a maximum. At 6 bohr, however, a numerical second derivative comes out positive at both. How can that be? And if $\sigma_g^2$ is a minimum there, why is RHF called unstable for stretched H$_2$?

These are my STO-3G integrals in hartree, with $J_{gg}=(gg|gg)$, $J_{uu}=(uu|uu)$, $J_{gu}=(gg|uu)$ and $K=(gu|gu)$:

| | 1.4 bohr | 6 bohr |
|---|---|---|
| $1/R$ | 0.714286 | 0.166667 |
| $h_{gg}$ | −1.252797 | −0.639604 |
| $h_{uu}$ | −0.475602 | −0.626732 |
| $J_{gg}$ | 0.674594 | 0.467465 |
| $J_{uu}$ | 0.697495 | 0.473962 |
| $J_{gu}$ | 0.663564 | 0.470636 |
| $K$ | 0.181258 | 0.304020 |

## Answer

Your second derivatives are right. Two minima on a closed curve must be separated by maxima, so at 6 bohr there are stationary points missing from your list. The polynomial shows where they are.

**The energy**

I take the nuclei as fixed and the orbitals as real. The basis has two functions, so every real normalized orbital has your form. Replacing $\theta$ by $\theta+\pi$ only changes the sign of $\varphi$, so one period has length $\pi$.

For two electrons of opposite spin in the same orbital,

$$E=2\langle\varphi|h|\varphi\rangle+(\varphi\varphi|\varphi\varphi)+\frac1R .$$

Inversion through the bond midpoint leaves $h$ and the electron repulsion unchanged, but reverses the sign of $\sigma_u$. An integral with an odd number of $\sigma_u$ factors therefore equals minus itself and vanishes. In particular $h_{gu}=0$, and

$$2\langle\varphi|h|\varphi\rangle=2\cos^2\theta\,h_{gg}+2\sin^2\theta\,h_{uu}.$$

For the repulsion, first square the orbital:

$$\varphi^2=\cos^2\theta\,\sigma_g^2+2\sin\theta\cos\theta\,\sigma_g\sigma_u+\sin^2\theta\,\sigma_u^2 .$$

Now let this charge cloud repel itself. The products of $\sigma_g\sigma_u$ with $\sigma_g^2$ or $\sigma_u^2$ are odd and drop out. The product of $\sigma_g^2$ with $\sigma_u^2$ occurs twice, and the middle term squared gives $4\sin^2\theta\cos^2\theta\,K$:

$$(\varphi\varphi|\varphi\varphi)=\cos^4\theta\,J_{gg}+\sin^4\theta\,J_{uu}+2\sin^2\theta\cos^2\theta\,(J_{gu}+2K).$$

Set $x=\cos2\theta$. Then $\cos^2\theta=(1+x)/2$ and $\sin^2\theta=(1-x)/2$, so $\sin^2\theta\cos^2\theta=(1-x^2)/4$ and

$$E=\frac1R+(1+x)h_{gg}+(1-x)h_{uu}+\frac{(1+x)^2}{4}J_{gg}+\frac{(1-x)^2}{4}J_{uu}+\frac{1-x^2}{2}(J_{gu}+2K).$$

Collecting powers of $x$ gives $E=a+bx+cx^2$ with

$$a=\frac1R+h_{gg}+h_{uu}+\frac{J_{gg}+J_{uu}}4+\frac{J_{gu}+2K}2,$$

$$b=h_{gg}-h_{uu}+\frac{J_{gg}-J_{uu}}2,\qquad c=\frac{J_{gg}+J_{uu}}4-\frac{J_{gu}+2K}2 .$$

Since $\cos^2 2\theta=(1+\cos4\theta)/2$, the trigonometric polynomial is

$$E(\theta)=\left(a+\frac c2\right)+b\cos2\theta+\frac c2\cos4\theta .$$

**Gradient and curvature**

With $dx/d\theta=-2\sin2\theta$, the chain rule gives

$$E'=-2\sin2\theta\,(b+2c\cos2\theta).$$

Differentiating the product once more,

$$E''=-4\cos2\theta\,(b+2c\cos2\theta)+8c\sin^22\theta=-4b\cos2\theta-8c\cos4\theta ,$$

where the last step uses $\cos^22\theta-\sin^22\theta=\cos4\theta$.

The zeros of $E'$ are the solutions of the SCF equations, provided the occupied orbital is not required to be the lower one. To see this, differentiate the original energy expression. Each factor $\varphi$ contributes equally, so $E'=4\langle\varphi'|h|\varphi\rangle+4(\varphi'\varphi|\varphi\varphi)$, where $\varphi'=-\sin\theta\,\sigma_g+\cos\theta\,\sigma_u$ is the empty orbital. The Fock operator $F=h+2J-K$ built from $\varphi$ (here $J$ and $K$ are operators) has $\langle\varphi'|F|\varphi\rangle=\langle\varphi'|h|\varphi\rangle+(2-1)(\varphi'\varphi|\varphi\varphi)$. Hence $E'=4\langle\varphi'|F|\varphi\rangle$. A zero gradient means that $F$ does not couple the occupied and empty orbitals. It does not say whether the energy is a minimum, nor that the occupied orbital is the lower eigenvector of $F$. For $\sigma_u^2$ at 1.4 bohr the occupied level is $h_{uu}+J_{uu}=0.2219$ hartree and the empty one is $h_{gg}+2J_{gu}-K=-0.1069$ hartree; at the two maxima found below for 6 bohr the levels are $0.1416$ and $-0.2999$ hartree. An SCF that always fills the lowest orbital does not stay at such points.

**All stationary points**

One of the two factors of $E'$ must vanish.

- $\sin2\theta=0$ gives $\theta=0$ ($\sigma_g^2$), with $E''=-4b-8c$, and $\theta=90^\circ$ ($\sigma_u^2$), with $E''=4b-8c$.
- $b+2c\cos2\theta=0$ gives $\cos2\theta_*=-b/(2c)$. This adds a pair $\pm\theta_*$ if $|b|<2|c|$. The first term of $E''$ vanishes there, leaving $E''=8c\sin^22\theta_*$, which has the sign of $c$.

**At 1.4 bohr**

$$a=0.714286-1.252797-0.475602+0.343022+0.513040=-0.158051,$$
$$b=-0.777195-0.011451=-0.788645,\qquad c=0.343022-0.513040=-0.170018,$$

in hartree. Six decimals are kept so that you can follow the arithmetic; the last one may differ by one unit from a sum of rounded terms.

The extra pair would need $\cos2\theta_*=-2.319$, which is impossible for a real angle. Your expectation therefore holds at this distance:

- $\sigma_g^2$: $E=a+b+c=-1.1167$ hartree and $E''=3.1546+1.3601=4.5147$ hartree/rad², a minimum.
- $\sigma_u^2$: $E=a-b+c=0.4606$ hartree and $E''=-3.1546+1.3601=-1.7944$ hartree/rad², a maximum.

**At 6 bohr**

$$a=0.166667-0.639604-0.626732+0.235357+0.539338=-0.324975,$$
$$b=-0.012872-0.003249=-0.016121,\qquad c=0.235357-0.539338=-0.303981 .$$

Now $\cos2\theta_*=-0.0265$ is allowed. It gives $2\theta_*=91.52^\circ$, so $\theta_*=45.76^\circ$. Its partner $-45.76^\circ$ is the same orbital, up to sign, as $134.24^\circ$.

| $\theta$ | $E$ (hartree) | $E''$ (hartree/rad²) | type |
|---|---|---|---|
| 0° | −0.6451 | 2.4963 | minimum |
| 45.76° | −0.3248 | −2.4301 | maximum |
| 90° | −0.6128 | 2.3674 | minimum |
| 134.24° | −0.3248 | −2.4301 | maximum |

So among real restricted orbitals $\sigma_u^2$ is a local minimum, 0.0322 hartree (0.88 eV) above $\sigma_g^2$ in STO-3G (the gap grows to 0.049, 0.054 and 0.057 hartree in 6-31G, cc-pVDZ and cc-pVTZ). The barrier that separates it from $\sigma_g^2$ is 0.2881 hartree (7.84 eV) high, measured from $\sigma_u^2$. A minimizer taking small downhill steps in $\theta$ from near $90^\circ$ will settle in the higher solution. Both the minimum and the barrier depend on the orbital being real. For $\cos\theta\,\sigma_g+i\sin\theta\,\sigma_u$ the density has no $\sigma_g\sigma_u$ term, so $K$ drops out. The curvature at $\sigma_u^2$ is then $4(h_{gg}-h_{uu}-J_{uu}+J_{gu})=-0.065$ hartree/rad², and the energy falls to $\sigma_g^2$ with no barrier.

**What the maxima are**

Take $R$ large enough to neglect the overlap of the atomic functions $A$ and $B$. Then $\sigma_g=(A+B)/\sqrt2$ and $\sigma_u=(A-B)/\sqrt2$, so $\theta=45^\circ$ gives $\varphi=A$. Both electrons sit on one atom: H$^-$H$^+$. At 6 bohr the Mulliken populations at $\theta_*$ are 1.9997 and 0.0003, which confirms this picture.

The same limit explains the size of $c$. Let $U=(AA|AA)$, and note that two separated spherical clouds repel as $1/R$. With $AB$ neglected, $\sigma_g^2$ and $\sigma_u^2$ both become $(A^2+B^2)/2$, while $\sigma_g\sigma_u$ becomes $(A^2-B^2)/2$. Therefore

$$J_{gg}=J_{uu}=J_{gu}=\frac12\left(U+\frac1R\right),\qquad K=\frac12\left(U-\frac1R\right),$$

and the definition of $c$ reduces to $c=-K$. Your integrals at 6 bohr nearly satisfy this: $c=-0.3040$ and $K=0.3040$. In the same limit $h_{gg}-h_{uu}$ vanishes, so $b\to0$ and $E\to a-K\cos^22\theta$. The two minima become degenerate, and the ionic maxima lie $K$ above them.

**Where the extra pair appears**

On a grid of distances from 1.4 to 6 bohr, $b$ and $c$ are both negative and the curvature $4(b-2c)$ at $\sigma_u^2$ changes sign once. The change is at $R=2.254$ bohr, where $b=2c$ and $\cos2\theta_*=-1$. The two maxima thus split off from $\sigma_u^2$ and leave a minimum between them. At the threshold they coincide with $\sigma_u^2$; they move towards $45^\circ$ and $135^\circ$, and so become ionic, only as $R$ grows. The threshold is an STO-3G value: the distance at which $\sigma_u^2$ becomes a minimum among real restricted orbitals moves to 2.53, 2.75 and 2.88 bohr in 6-31G, cc-pVDZ and cc-pVTZ.

**Why RHF is still unstable**

First write the curvature at $\sigma_g^2$ in terms of orbital energies. Inserting $b$ and $c$,

$$E''(0)=-4(b+2c)=4(h_{uu}-h_{gg}-J_{gg}+J_{gu}+2K).$$

With $\sigma_g$ doubly occupied, $\varepsilon_g=h_{gg}+J_{gg}$ and $\varepsilon_u=h_{uu}+2J_{gu}-K$. Eliminating $h_{gg}$ and $h_{uu}$ gives

$$E''(0)=4(\varepsilon_u-\varepsilon_g-J_{gu}+3K).$$

This is the orbital Hessian for real rotations that keep both electrons in the same orbital. It says nothing about letting the two spins differ.

To test that, put the α electron in $\varphi(\theta)$ and the β electron in $\varphi(-\theta)$, as unrestricted Hartree–Fock (UHF) allows. The repulsion is now $(\varphi_\alpha\varphi_\alpha|\varphi_\beta\varphi_\beta)$. The $\sigma_g\sigma_u$ parts of the two densities have opposite signs, so $4\sin^2\theta\cos^2\theta\,K$ becomes $-4\sin^2\theta\cos^2\theta\,K$. Nothing else in the energy changes. In the curvature, $+2K$ becomes $-2K$:

$$E''_{\rm UHF}(0)=4(h_{uu}-h_{gg}-J_{gg}+J_{gu}-2K)=4(\varepsilon_u-\varepsilon_g-J_{gu}-K).$$

At 1.4 bohr, $\varepsilon_u-\varepsilon_g=1.2485$ hartree and the result is $+1.6146$ hartree/rad², so $\sigma_g^2$ is stable in this direction too. At 6 bohr the gap is only 0.1827 hartree, and

$$E''_{\rm UHF}(0)=4(0.1827-0.4706-0.3040)=-2.368\ \text{hartree/rad}^2 .$$

Physically, the restricted rotation pushes both electrons towards the same atom, which costs repulsion. The unrestricted one pushes them towards opposite atoms, which relieves it. Both rotations also cost one-electron energy, the term $4(h_{uu}-h_{gg})$ in the curvature. At 1.4 bohr this cost, 3.109, outweighs the relief $4(J_{gu}-J_{gg}-2K)=-1.494$; at 6 bohr it is only 0.051 against $-2.419$ (all in hartree/rad²). At 6 bohr $\sigma_g^2$ is therefore a minimum among real RHF states and, at the same time, unstable towards UHF.

**A warning for Newton steps**

At 6 bohr and $\theta=30^\circ$, $\cos2\theta=\tfrac12$ and $\cos4\theta=-\tfrac12$. Hence

$$E'=-\sqrt3\,(b+c)=0.554\ \text{hartree/rad},\qquad E''=-2b+4c=-1.184\ \text{hartree/rad}^2 .$$

The energy rises with $\theta$, so you should decrease $\theta$. The plain Newton step is $-E'/E''=+0.47$ rad, or about $+27^\circ$. It points uphill and jumps past the ionic maximum at $45.76^\circ$ to $56.8^\circ$, where $E=-0.3675$ hartree lies above the starting value of $-0.4090$ hartree; repeating the step converges to that maximum. Where the curvature is negative, the step has to be modified so that it goes downhill.

The numerical check below compares these formulas with energies computed directly from density matrices, and searches a full period for stationary points at both distances.

## Values computed for the example and the checks

```
--- H2, STO-3G, R = 1.4 bohr ---
overlap S = 0.659318
1/R = 0.714286 hartree
hgg = -1.252797 hartree
huu = -0.475602 hartree
Jgg = 0.674594 hartree
Juu = 0.697495 hartree
Jgu = 0.663564 hartree
K = 0.181258 hartree
eps_g = -0.578203 hartree
eps_u = 0.670268 hartree
a = -0.158051 hartree
b = -0.788645 hartree
c = -0.170018 hartree
A0, A1, A2 = -0.243060, -0.788645, -0.085009 hartree
-b/(2c) = -2.319306
at 30 deg: E = -0.594878 hartree
at 30 deg: E' = 1.660453 hartree/rad
at 30 deg: E'' = 0.897221 hartree/rad^2
stationary 0.000 deg: E = -1.116714 hartree, E'' = 4.514722 hartree/rad^2, min
stationary 90.000 deg: E = 0.460576 hartree, E'' = -1.794441 hartree/rad^2, max
UHF-direction E'' at 0 deg = 1.614595 hartree/rad^2
--- H2, STO-3G, R = 6.0 bohr ---
overlap S = 0.012531
1/R = 0.166667 hartree
hgg = -0.639604 hartree
huu = -0.626732 hartree
Jgg = 0.467465 hartree
Juu = 0.473962 hartree
Jgu = 0.470636 hartree
K = 0.304020 hartree
eps_g = -0.172139 hartree
eps_u = 0.010521 hartree
a = -0.324975 hartree
b = -0.016121 hartree
c = -0.303981 hartree
A0, A1, A2 = -0.476965, -0.016121, -0.151990 hartree
-b/(2c) = -0.026517
at 30 deg: E = -0.409030 hartree
at 30 deg: E' = 0.554433 hartree/rad
at 30 deg: E'' = -1.183681 hartree/rad^2
stationary 0.000 deg: E = -0.645077 hartree, E'' = 2.496332 hartree/rad^2, min
stationary 45.760 deg: E = -0.324761 hartree, E'' = -2.430137 hartree/rad^2, max
stationary 90.000 deg: E = -0.612834 hartree, E'' = 2.367362 hartree/rad^2, min
stationary 134.240 deg: E = -0.324761 hartree, E'' = -2.430137 hartree/rad^2, max
UHF-direction E'' at 0 deg = -2.367980 hartree/rad^2
--- further results ---
Mulliken populations at 45.760 deg, 6 bohr = 1.99973, 0.00027 electrons
extra stationary pair appears at R = 2.2541 bohr
E(sigma_u^2) - E(sigma_g^2) at 1.4 bohr = 1.577291 hartree = 42.9203 eV
E(sigma_u^2) - E(sigma_g^2) at 6.0 bohr = 0.032242 hartree = 0.8774 eV
barrier from sigma_u^2 at 6 bohr = 0.288073 hartree = 7.8389 eV
```
